# Choosing the Transport Law When Fitting Sticking Probability from Trench Profiles

## A depth that hardly moves and a slope that does

A precursor enters a lateral trench with a 500 nm gap, and a film grows on both walls. In a diffusion model of the example below, raising the initial sticking probability $s$ from 0.005 to 0.05 moves the depth of half coverage from 54.9 to 56.8 µm, about 4%. The slope there, measured per gap height, rises from 0.0190 to 0.0602, a factor of 3.16, or $\sqrt{10}$. Why does one feature of the profile nearly ignore $s$ while the other follows its square root?

The answer decides how to use one setting of a profile fit: the transport law, usually entered as a Knudsen diffusion coefficient. This setting belongs to the fitting of thickness profiles, not to an electronic-structure calculation; a calculated sticking probability is something to compare with the fit's result. The analysis shows that the fitted $s$ is proportional to the coefficient chosen, and that in an ideal wide slit the choice matters more than the measurement noise.

## What the fit assumes

The trench has gap $H$, is very wide and long, and is open at $x=0$. The gas density is $n(x,t)$, the mean thermal speed $\bar v$, and each wall has $N$ adsorption sites per area, of which a fraction $\theta$ is filled. The walls start bare. Adsorption is irreversible, with probability $s(1-\theta)$ per wall collision. The second reactant saturates everywhere, so film thickness is proportional to $\theta$.

The flux onto a wall is $n\bar v/4$, hence

$$N\frac{\partial\theta}{\partial t}=s(1-\theta)\frac{n\bar v}{4}.$$

A unit area of trench holds $Hn$ molecules and loses them to two walls:

$$H\frac{\partial n}{\partial t}=HD\frac{\partial^2 n}{\partial x^2}-2N\frac{\partial\theta}{\partial t}.$$

The setting under discussion is the number $\alpha$ in

$$D=\alpha H\bar v .$$

The conventional value is $\alpha=2/3$. It comes from the tube formula $D=d\bar v/3$ with $d$ replaced by the hydraulic diameter $2H$ of a wide slit. That replacement is a convention, examined further below.

The gas stored in the trench can hold at most about $n_0H$ molecules per area, against $2N$ sites, where $n_0$ is the entrance density. In the example $n_0H/(2N)=1.2\times10^{-4}$, so $\partial n/\partial t$ is dropped.

## From the balances to the slope

Define the accumulated dose

$$\psi(x)=\frac{s\bar v}{4N}\int n(x,t)\,dt .$$

The adsorption law reads $d\theta/(1-\theta)=d\psi$. With $\theta=0$ at the start, integration gives $-\ln(1-\theta)=\psi$, or $\theta=1-e^{-\psi}$.

Now integrate the gas balance over the pulse, using $\int n\,dt=4N\psi/(s\bar v)$:

$$HD\,\frac{4N}{s\bar v}\,\psi''=2N\theta .$$

Dividing by the prefactor on the left gives

$$\psi''=\kappa^2(1-e^{-\psi}),\qquad \kappa^2=\frac{s\bar v}{2HD}=\frac{s}{2\alpha H^2}.$$

The history of the entrance pressure has disappeared. It enters through the total dose $\psi_0=\psi(0)$ alone.

Multiply by $\psi'$. The left side becomes the derivative of $\psi'^2/2$, and the right side the derivative of $\kappa^2(\psi+e^{-\psi})$. Far inside the trench $\psi$ and $\psi'$ vanish, which fixes the integration constant at $-\kappa^2$:

$$\tfrac12\psi'^2=\kappa^2(\psi-1+e^{-\psi}).$$

The dose falls with depth, so the negative root applies. Since $\theta'=e^{-\psi}\psi'=(1-\theta)\psi'$ and $\psi-1+e^{-\psi}=-\ln(1-\theta)-\theta$,

$$\theta'=-\kappa(1-\theta)\sqrt{2[-\ln(1-\theta)-\theta]} .$$

At $\theta=1/2$ this becomes

$$H|\theta'|=\frac12\sqrt{\frac{s}{2\alpha}}\sqrt{2\left(\ln2-\tfrac12\right)}
=\frac12\sqrt{\frac{(\ln2-\frac12)\,s}{\alpha}} .$$

Squaring and solving for $s$,

$$s=\frac{4\alpha}{\ln2-\frac12}\,(H\theta')^2 .$$

For $\alpha=2/3$ the slope is $0.269\sqrt s$ and the inverse relation is $s=13.8\,(H\theta')^2$. Half coverage must occur inside the trench, which requires $\psi_0>\ln2$.

Within this model the square root holds for every $s$, not just small values. Small $s$ matters for a different reason: replacing molecular flights by diffusion generally requires a front much wider than a typical flight. Exponentially distributed flights, treated below, are an exception. Nor is a wide front sufficient, as the slit calculation shows. The last relation also shows what the setting does. A profile fixes $s/\alpha$, so doubling $\alpha$ doubles the reported sticking probability without changing the quality of the fit.

The full time-dependent equations, with stored gas kept and $\alpha=2/3$, were solved at fixed pressure and pulse length. For $s=0.0005$, 0.005 and 0.05 the slopes were 0.00602, 0.0190 and 0.0602, each within 0.01% of the formula. A pressure ramp with the same total dose changed the coverage by at most $5\times10^{-5}$, consistent with the small amount of stored gas.

## Why depth measures something else

Near the leading edge $\theta$ is small and $-\ln(1-\theta)-\theta\approx\theta^2/2$. The slope equation becomes $\theta'=-\kappa\theta$, an exponential toe of length $1/\kappa$. A small $s$ gives a long toe because a molecule travels far before it sticks.

The depth follows from a second integration:

$$\kappa x_{1/2}=\int_{\ln2}^{\psi_0}\frac{d\psi}{\sqrt{2(\psi-1+e^{-\psi})}} .$$

For a large entrance dose the integrand is close to $1/\sqrt{2\psi}$ over most of the range, so the leading term is $\kappa x_{1/2}\approx\sqrt{2\psi_0}$. Let $E$ be the number of molecules striking a unit area at the entrance during the pulse. Then $\psi_0=sE/N$, and

$$x_{1/2}\approx\frac{\sqrt{2sE/N}}{\sqrt{s/(2\alpha H^2)}}=2H\sqrt{\frac{\alpha E}{N}} .$$

The sticking probability cancels. Behind the front the walls are full, and progress is limited by how fast molecules diffuse in to fill the next sites. This explains the opening comparison: depth reports the ratio of exposure to sites, and slope reports sticking.

The cancellation fails at low dose. For $s=0.0005$ in the same pulse, $\psi_0$ is about 2.5, the entrance coverage is $1-e^{-2.5}\approx0.92$, and half coverage lies at 40.3 µm. The slope law still holds there.

## The fitting procedure

Replacing $\psi_0$ by a general $\psi$ in the depth integral gives one universal curve:

$$\kappa(x-x_{1/2})=\int_{\psi}^{\ln2}\frac{d\psi'}{\sqrt{2(\psi'-1+e^{-\psi'})}},\qquad \theta=1-e^{-\psi}.$$

The procedure is as follows.

1. Tabulate the curve once.
2. Fit three numbers to the thickness data: $s$, through $\kappa=\sqrt{s/(2\alpha)}/H$; the half depth $x_{1/2}$; and the saturated thickness.
3. If the exposure is known, find the $\psi_0$ that corresponds to $\kappa x_{1/2}$ and compute $N=sE/\psi_0$.

Using the whole profile avoids differentiating noisy data. Within the diffusion model the exposure is not needed to obtain $s$, so an uncertain pressure reading affects $N$ rather than $s$.

## Worked example

The regime is trimethylaluminium in alumina deposition, with rough typical parameters: $H=500$ nm, 573 K, 0.1 Torr of precursor for 0.1 s, and $N=3.5$ nm$^{-2}$. The film is 200 cycles of 0.1 nm, or 20 nm. The input is $s=0.005$, with $\alpha=2/3$.

The entrance flux is $1.728\times10^5$ nm$^{-2}$ s$^{-1}$. Thus

$$\frac EN=\frac{1.728\times10^5\times0.1}{3.5}=4938,\qquad \psi_0=0.005\times4938=24.7 .$$

The toe length is $1/\kappa=H\sqrt{4/(3s)}=500\ \text{nm}\times16.33=8.2$ µm. The leading depth formula gives $2\times0.5\ \text{µm}\times\sqrt{(2/3)\times4938}=57.4$ µm, against 54.9 µm from the time-dependent solution. The slope gives $13.806\times0.01903^2=0.0050$, the input value.

Synthetic thickness data were sampled every micrometre from 3 to 120 µm, with random noise of 0.2 nm. The fit returned $s=0.00498\pm0.00008$, $x_{1/2}=55.0$ µm and $N=3.49$ nm$^{-2}$. Over 200 noise draws the fitted $s$ scattered by 0.00009, in line with the quoted error. That error, near 2%, covers random noise alone. It says nothing about the transport law, because the data were generated with the same law used in the fit.

## What the constant diffusion coefficient leaves out

Between collisions with the walls, a molecule in the Knudsen regime flies straight. Assume it leaves a wall with the cosine distribution, $\cos\vartheta/\pi$ per solid angle. An element $dA$ of the opposite wall at distance $r$ subtends $\cos\vartheta\,dA/r^2$, and $\cos\vartheta=H/r$. The landing density is therefore $H^2/(\pi r^4)$, with $r^2=H^2+x^2+y^2$. Integrating over the transverse coordinate $y$, with $\int dy/(a^2+y^2)^2=\pi/(2a^3)$, gives the density of flight lengths along the trench:

$$p(x)=\frac{H^2}{2(x^2+H^2)^{3/2}} .$$

Diffusion needs the mean-square flight length. With flights cut off at $|x|=L$ it is

$$m_2(L)=H^2\left[\operatorname{arsinh}\frac LH-\frac{L}{\sqrt{L^2+H^2}}\right]\approx H^2\left[\ln\frac{2L}{H}-1\right]$$

for $L\gg H$. It grows without limit: an ideal infinitely wide slit has no finite Knudsen diffusion coefficient.

To see what $\alpha=2/3$ implies, note that a unit area of trench holds $nH$ molecules, which make $2\times n\bar v/4$ wall collisions per unit time. The mean time between collisions is $\tau=2H/\bar v$, so

$$D=\frac{m_2}{2\tau}=\frac{m_2\bar v}{4H},\qquad \alpha=\frac{m_2}{4H^2}.$$

The value $2/3$ corresponds to $m_2=8H^2/3$, which the slit reaches with a cutoff at $19.5H$, or 9.8 µm in the example. The front itself lies about $110H$ deep.

### Replacing diffusion by flights

The flights can be kept without a diffusion coefficient. Every molecule that strikes a wall without sticking is re-emitted. Counting arrivals over the whole pulse and multiplying by $s/N$ turns the arrivals into $\psi$ and the adsorbed molecules into $s\theta$:

$$\psi(x)=\int_0^\infty p(x-x')\,[\psi(x')-s\theta(x')]\,dx'+\psi_0F(x).$$

Here $F(x)=\int_x^\infty p(u)\,du=\frac12\left(1-x/\sqrt{x^2+H^2}\right)$ describes direct arrivals from the reservoir.

If $p$ had a finite second moment and $\psi$ varied slowly, a Taylor expansion would give $\psi\approx\psi-s\theta+\frac12m_2\psi''$, hence $\psi''=2s\theta/m_2$. This is the diffusion result, since $2s/m_2=s/(2\alpha H^2)$.

For an exponential density $p=e^{-|x|/b}/(2b)$, with $m_2=2b^2$, no expansion is needed. This $p$ satisfies $p-b^2p''=\delta(x)$, and its source term satisfies $F-b^2F''=0$ for $x>0$. Applying $1-b^2d^2/dx^2$ to the integral equation gives $\psi-b^2\psi''=\psi-s\theta$, so $b^2\psi''=s\theta$. This case served as a test: with $m_2=8H^2/3$, the numerical flight solution reproduced the slope law within 1% at $s=0.005$ and 0.1.

### What the slit flights do to the answer

With the slit density restored and the entrance dose held at 24.7, the results are:

| True $s$ | $H\lvert\theta'\rvert$ | $s$ inferred with $\alpha=2/3$ |
|---|---|---|
| 0.002 | 0.0075 | 0.0008 |
| 0.005 | 0.0123 | 0.0021 |
| 0.02 | 0.0262 | 0.0095 |
| 0.1 | 0.063 | 0.056 |
| 0.5 | 0.159 | 0.35 |

At $s=0.005$ the diffusion formula returns a value too small by a factor of 2.4. The table holds the entrance dose fixed, so a smaller $s$ goes with a larger exposure and a deeper front, and the discrepancy grows as $s$ falls. At the fixed exposure $E/N=4938$ the trend reverses: the true value exceeds the inferred one by a factor of about 2.2 at $s=0.002$, 2.4 at 0.005, 2.7 at 0.02 and 3.6 at 0.1. In neither case does a small sticking probability by itself justify the conventional constant.

The size of the effect can be estimated from the diffusion profile. Far behind the front $\theta\approx1$, so $\psi$ grows roughly as $\frac12\kappa^2y^2$ with distance $y$ back from it. With this parabola, walls between $y_1$ and $y_2$ contribute to $\psi$ at the front

$$\int_{y_1}^{y_2}\frac{H^2}{2y^3}\,\frac{\kappa^2y^2}{2}\,dy=\frac{\kappa^2H^2}{4}\ln\frac{y_2}{y_1}.$$

With $\kappa^2H^2=0.00375$, $y_1=1/\kappa=16.3H$ and $y_2=110H$, this is 0.0018. The parabola is too low near the front; using the full diffusion profile instead raises the integral to about 0.003. The reservoir adds $\psi_0H^2/(4x^2)=24.7/(4\times110^2)=0.0005$. The local adsorption term is $s\theta=0.0025$. Arrivals from far behind are thus comparable to what the front consumes, and a local diffusion equation cannot represent them faithfully. They spread the front and lower its slope.

The square-root law also changes. Between successive rows of the table the exponent of slope against $s$ is 0.540, 0.543, 0.550 and 0.571. At fixed exposure it lies below one half instead: about 0.46 between $s=0.002$ and 0.005, and 0.41 between 0.02 and 0.1. The square root is therefore a rough guide to the trend, and its prefactor is not the diffusion one. At fixed dose, the logarithmic growth of $m_2$ suggests a slow approach to $1/2$ as $s\to0$; the falling exponents agree with this but do not prove it.

Choosing a larger constant $\alpha$ is not a general cure. At the fixed dose of the table, matching the slope requires $\alpha\approx1.6$ at $s=0.005$ but about 0.95 at $s=0.5$. At the fixed exposure $E/N=4938$ it requires about 1.6 at $s=0.005$ and 2.4 at $s=0.1$.

## How the example compares with a real trench

Lateral test structures with gaps near half a micrometre are a real use of this analysis, and the pressures, temperature and growth per cycle above are rough typical values. The input $s$ is a plausible magnitude, not a measurement. The following shifts are the values a fit with $\alpha=2/3$ and nominal $H$ would report instead of 0.0050, with each effect added separately to the diffusion model:

- **Film growth** narrows the entrance gap from 500 to 460 nm: 0.0052.
- **A 5 µm optical spot** blurs the profile: 0.0049.
- **Desorption** at a rate of 0.02 per pulse length, during the pulse only: 0.0050, a change below 1%. If it continues at this rate through a purge ten pulses long, with no precursor at the entrance, the fit returns about 0.0043.
- **Gas collisions** at 1 Torr total pressure: 0.0051. This adds the resistances $1/D$ of wall and gas collisions, taking $\bar v\lambda/3$ for the gas. The mean free path is $\lambda=53$ µm for an assumed collision diameter of 0.5 nm.

Apart from desorption during a purge, each shift is below 4%. The assumption with the largest calculated effect is the constant diffusion coefficient. In an ideal slit it lowers the $s$ inferred from the half-coverage slope by a factor of 2.4; a fit of the whole profile from 3 to 120 µm returns about 0.0018, a factor of 2.7. A real structure need not show the full factor. Supporting pillars interrupt long flights, as do side walls if their spacing is not much larger than the coated depth, and here the mean free path is about as long as the coated depth, so gas collisions interrupt some too. The flight calculation above includes none of these. Collisions matter more for flights than the 2% shift listed above suggests: a rough estimate that interrupts the flights by isotropic scattering with $\lambda=107H$ raises the inferred $s$ from 0.0021 to about 0.0025, so the factor falls from 2.4 to about 2. The correction for a particular structure remains to be calculated.

## Guidance for the setting

**To compare profiles measured in the same geometry,** keep $\alpha=2/3$ and state it. Where the diffusion model applies, ratios of fitted $s$ do not depend on $\alpha$. In the ideal slit they are distorted: true values of 0.005 and 0.02 differ by a factor of 4, while those inferred at the example's exposure differ by about 3.5.

**To obtain the probability per wall collision,** for instance to set beside a calculated one, use a flight model of the actual structure. The choice is not a detail. A measured slope of 0.0190 means $s=0.0050$ with the conventional coefficient, but about 0.011 when interpolated in the ideal-slit table at its fixed entrance dose. Since $\psi_0=sE/N$, the dose must be revised along with $s$. With the example's $E/N$, repeating the flight calculation in this way gives about 0.013.

**To make a result reusable,** report $H$, the half-coverage slope, the half depth, $\alpha$ and, if known, the exposure along with $s$. Another user can then convert between diffusion coefficients by simple proportion. Replacing diffusion by flights takes the exposure as well, because the slope then depends on it: in the ideal slit with $s=0.0125$, the slope falls from about 0.022 to 0.017 as $E/N$ rises from 1000 to 20000.

**To judge the uncertainty,** keep the statistical error separate from the transport error. A good fit does not select $\alpha$, because changing it rescales $s$ and leaves the fitted curve unchanged. An independently known $E/N$ does give a check: at high dose the depth is close to $2H\sqrt{\alpha E/N}$, so within the diffusion model it measures $\alpha$. This leading formula is too rough for the check itself: it would return 0.61 from the diffusion example, where $\alpha=2/3$. Instead, find $\psi_0$ from $\kappa x_{1/2}$ with the full depth integral. Since $\psi_0=sE/N$ and $s=2\alpha\kappa^2H^2$, it follows that $\alpha=\psi_0/(2\kappa^2H^2E/N)$. If that value disagrees with the one entered by more than the fit error, an input (gap, exposure or site density) or an assumption of the model (diffusion or irreversible adsorption, for example) is at fault. The disagreement alone does not say which: with the desorption through a purge described above, the check returns about 0.77 instead of 0.67 although the diffusion law is correct, and with the film growth described above it returns about 0.62. Nor is the returned value a corrected coefficient to enter in the fit. For ideal-slit flights with $s=0.005$ and the example's exposure it is about 1.18, which would still give $s\approx0.0032$.

The numerical output below gives many of these values to more digits.

## Values computed for the example and the checks

```
gap 500 nm, temperature 573 K, pulse 0.10 s
precursor pressure 0.10 Torr, sites 3.50 nm^-2
molar mass 72.09 u, input s 0.0050
film 200 cycles x 0.10 nm = 20.0 nm
mean thermal speed 410.2 m/s
Knudsen diffusivity 1.367 cm2/s
wall flux at entrance 1.7284e+05 nm^-2 s^-1
exposure per site 4938.1
entrance dose psi0 24.691
stored gas / sites 1.204e-04
decay length 1/kappa 8.165 um
slope prefactor 0.26913, inverse square 13.806
time-dependent solution: s, H*slope, law, half depth (um)
  0.0005  0.006018  0.006018  40.34
  0.0050  0.019030  0.019030  54.89
  0.0500  0.060177  0.060179  56.84
fitted exponent of slope against s 0.49999
max coverage change, half as many time steps 8.11e-07
max coverage change, ramped pulse 4.85e-05
s from half slope 0.005000
noise-free fit: s 0.005000, sites 3.5002 nm^-2
noise 0.20 nm, 118 points, 3 to 120 um
noisy fit: s 0.00498 +/- 0.00008
noisy fit: half depth 54.97 um, full film 19.994 nm
noisy fit: sites 3.489 nm^-2
200 noise draws: mean s 0.00500, scatter 0.00009
ballistic slit: s, H*slope, apparent s, second moment/H^2
  0.002  0.00752  0.00078  6.827
  0.005  0.01234  0.00210  6.346
  0.020  0.02617  0.00946  5.638
  0.100  0.06342  0.05554  4.802
  0.500  0.15908  0.34940  3.816
ballistic local exponents 0.540, 0.543, 0.550, 0.571
ballistic slope change on halving cells 0.25 %
flight cutoff matching (2/3)Hv: 19.52 H
s from example slope with ballistic table 0.01112
gap at entrance after growth 460.0 nm
apparent s with gap narrowing 0.00518
apparent s with 5.0 um spot 0.00491
apparent s with desorption 0.02 per pulse 0.00496
total pressure 1.0 Torr, collision diameter 0.5 nm
mean free path 53.4 um, Knudsen number 106.8
apparent s with gas collisions 0.00509
```
